\section*{Richardson Constants for Silicon Electrons at (100) and (111) Surfaces}

\section{The problem}

The conduction band of silicon has six equivalent valleys, two on each cubic axis. Near each minimum the surfaces of constant energy are ellipsoids of revolution about that axis, with longitudinal mass $m_l=0.916$ and transverse mass $m_t=0.19$ in units of the free-electron mass. Electrons leave the silicon over a planar barrier. Their one-way current density has the Richardson form
\begin{equation}
J=R\,A_0T^2e^{-\phi/T},
\label{eq:form}
\end{equation}
where $A_0$ is the constant for free electrons. Find the ratio $R$, including all six valleys, for a (100) and for a (111) surface.

Hartree atomic units are used, with $k_B=1$, so that $T$ is an energy and $\hbar=m_e=e=1$. The barrier $\phi$ is measured from the electron Fermi level to the band edge at the barrier top. The model assumes the following.
\begin{itemize}
\item The valleys are parabolic, equally populated and twofold degenerate in spin, and the barrier shifts them all equally.
\item The potential depends on the normal coordinate $x$ alone and varies slowly on the scale of a wavelength, so that the motion is classical and stays within one valley.
\item Every electron that passes the barrier top is collected.
\item $\phi\gg T$, so that Boltzmann statistics apply.
\end{itemize}

\section{The inverse mass tensor of one valley}

Let $\mathbf n$ be the surface normal, pointing out of the silicon, and let $\theta$ be the angle between $\mathbf n$ and the valley axis $\mathbf a$. Choose the in-plane unit vector $\mathbf t_1$ in the plane of $\mathbf n$ and $\mathbf a$, and $\mathbf t_2$ perpendicular to both. Then $\mathbf a=c\,\mathbf n+s\,\mathbf t_1$, with $c=\cos\theta$ and $s=\sin\theta$.

The inverse mass is $1/m_l$ along $\mathbf a$ and $1/m_t$ across it, so the inverse mass tensor is
\begin{equation}
W=\frac1{m_t}\,I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^{T}.
\end{equation}
Its components follow by inserting $\mathbf a$ and using $c^2+s^2=1$:
\begin{align}
W_{nn}&=\frac{c^2}{m_l}+\frac{s^2}{m_t}, &
W_{11}&=\frac{s^2}{m_l}+\frac{c^2}{m_t},\nonumber\\
W_{n1}&=sc\left(\frac1{m_l}-\frac1{m_t}\right), &
W_{22}&=\frac1{m_t}.
\label{eq:W}
\end{align}
The components $W_{n2}$ and $W_{12}$ vanish. With the wavevector $(k_n,q_1,q_2)$ measured from the valley minimum, the kinetic energy is
\begin{equation}
\varepsilon=\tfrac12W_{nn}k_n^2+W_{n1}k_nq_1+\tfrac12W_{11}q_1^2+\tfrac12W_{22}q_2^2 .
\label{eq:energy}
\end{equation}

At the barrier top, the current is the sum over outgoing states of velocity times occupation:
\begin{equation}
J=\frac{2}{(2\pi)^3}\sum_{\text{valleys}}\int_{v_n>0}v_n\,e^{-(\phi+\varepsilon)/T}\,dk_n\,dq_1\,dq_2,
\qquad v_n=\frac{\partial\varepsilon}{\partial k_n}.
\label{eq:flux}
\end{equation}
The factor 2 counts spin, and $(2\pi)^{-3}$ is the density of wavevectors per unit volume. Since $e=1$, the particle current and the magnitude of the electric current have the same value.

\section{A tempting wrong solution}

Emission is motion along $\mathbf n$, so one treats the normal and the in-plane motion as independent:
\begin{equation}
\varepsilon\approx\tfrac12W_{nn}k_n^2+\tfrac12W_{11}q_1^2+\tfrac12W_{22}q_2^2,
\qquad v_n\approx W_{nn}k_n .
\label{eq:wrongenergy}
\end{equation}
The normal integral then gives
\begin{equation}
\int_0^\infty W_{nn}k_n\,e^{-W_{nn}k_n^2/2T}\,dk_n=T,
\end{equation}
from which $W_{nn}$ has dropped out. The two in-plane Gaussian integrals give $2\pi T/\sqrt{W_{11}W_{22}}$. One valley therefore contributes
\begin{equation}
J_1=\frac{2}{(2\pi)^3}\,e^{-\phi/T}\,T\,\frac{2\pi T}{\sqrt{W_{11}W_{22}}}
=\frac{T^2e^{-\phi/T}}{2\pi^2}\,\frac1{\sqrt{W_{11}W_{22}}}.
\end{equation}
For a free electron the last factor is 1, so $A_0=1/(2\pi^2)$, and the valley contributes to $R$ the amount
\begin{equation}
m_{\rm wrong}=\frac1{\sqrt{W_{11}W_{22}}}
=\sqrt{\frac{m_lm_t^2}{m_t s^2+m_l c^2}} .
\label{eq:wrong}
\end{equation}
The second form uses $W_{11}=(m_ts^2+m_lc^2)/(m_lm_t)$ and $W_{22}=1/m_t$.

On (100), two valleys have $c^2=1$ and contribute $m_t$ each. The other four have $c^2=0$ and contribute $\sqrt{m_lm_t}$ each. The sum is
\begin{equation}
2m_t+4\sqrt{m_lm_t}=0.3800+1.6687=2.0487 .
\end{equation}
On (111), every valley axis has $c^2=1/3$, and the sum is
\begin{equation}
6\sqrt{\frac{3m_lm_t^2}{2m_t+m_l}}=1.6600 .
\end{equation}
The first number is right and the second is wrong.

\section{Where it fails}

The fault is the loss of the cross term $W_{n1}k_nq_1$ in going from \eqref{eq:energy} to \eqref{eq:wrongenergy}. By \eqref{eq:W}, $W_{n1}$ is proportional to $sc$. It vanishes when the valley axis is normal to the surface or lies in it, which covers all six valleys on (100). On (111) every valley is tilted, and the term is present in all of them.

The cross term changes the velocity as well as the energy. From \eqref{eq:energy},
\begin{equation}
v_n=W_{nn}k_n+W_{n1}q_1 .
\label{eq:velocity}
\end{equation}
A state with $k_n=0$ and $q_1\neq0$ in a tilted valley already moves along the normal. The boundary between outgoing and incoming electrons is the plane $v_n=0$, not the plane $k_n=0$.

There is a geometrical reading. The wrong formula measures the in-plane area of the central section of the energy ellipsoid, cut at $k_n=0$. An emitted electron may have any in-plane wavevector for which some $k_n$ lies inside the ellipsoid, and these wavevectors fill the shadow of the ellipsoid on the surface plane. The shadow of a tilted ellipsoid is larger than its central section.

\section{The right solution}

\subsection{Current from one valley}

Complete the square in $k_n$ in \eqref{eq:energy}:
\begin{equation}
\varepsilon=\frac{W_{nn}}2\left(k_n+\frac{W_{n1}}{W_{nn}}q_1\right)^2
+\frac12\left(W_{11}-\frac{W_{n1}^2}{W_{nn}}\right)q_1^2+\frac12W_{22}q_2^2 .
\end{equation}
By \eqref{eq:velocity} the bracket in the first term is $v_n/W_{nn}$. Hence
\begin{equation}
\varepsilon=\frac{v_n^2}{2W_{nn}}+\varepsilon_{\min},\qquad
\varepsilon_{\min}=\tfrac12S_{11}q_1^2+\tfrac12W_{22}q_2^2,\qquad
S_{11}=W_{11}-\frac{W_{n1}^2}{W_{nn}} .
\label{eq:split}
\end{equation}
Here $\varepsilon_{\min}$ is the lowest energy available at the given in-plane wavevector, and it is reached at $v_n=0$.

At fixed $q_1,q_2$ the definition of $v_n$ gives $v_n\,dk_n=d\varepsilon$. As $v_n$ runs from 0 to infinity, $\varepsilon$ runs from $\varepsilon_{\min}$ to infinity, so
\begin{equation}
\int_{v_n>0}v_n\,e^{-\varepsilon/T}\,dk_n
=\int_{\varepsilon_{\min}}^\infty e^{-\varepsilon/T}\,d\varepsilon
=T\,e^{-\varepsilon_{\min}/T}.
\end{equation}
The in-plane integral of the result is again Gaussian, now with $S_{11}$ in place of $W_{11}$:
\begin{equation}
\int e^{-\varepsilon_{\min}/T}\,dq_1\,dq_2=\frac{2\pi T}{\sqrt{S_{11}W_{22}}} .
\end{equation}
The prefactors combine as before, $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$, and the valley contributes
\begin{equation}
m_R=\frac1{\sqrt{S_{11}W_{22}}} .
\label{eq:mR0}
\end{equation}

To find $S_{11}$, write it as $(W_{nn}W_{11}-W_{n1}^2)/W_{nn}$ and expand the numerator with \eqref{eq:W}:
\begin{align}
W_{nn}W_{11}-W_{n1}^2
&=\frac{s^2c^2}{m_l^2}+\frac{c^4+s^4}{m_lm_t}+\frac{s^2c^2}{m_t^2}
-s^2c^2\left(\frac1{m_l^2}-\frac2{m_lm_t}+\frac1{m_t^2}\right)\nonumber\\
&=\frac{c^4+2s^2c^2+s^4}{m_lm_t}=\frac1{m_lm_t} .
\end{align}
The last step uses $(c^2+s^2)^2=1$. Therefore $S_{11}=1/(m_lm_tW_{nn})$. With $W_{22}=1/m_t$, equation \eqref{eq:mR0} becomes
\begin{equation}
m_R=\sqrt{m_lm_t^2\,W_{nn}}
=\sqrt{m_t^2\cos^2\theta+m_lm_t\sin^2\theta}\, .
\label{eq:mR}
\end{equation}

Three limits check the formula. For $m_l=m_t=m$ it gives $m$ at every angle. For $\theta=0$ it gives $m_t$, because both in-plane directions are then transverse and the normal mass does not enter. For $\theta=90^\circ$ it gives $\sqrt{m_lm_t}$, the geometric mean of the two in-plane masses.

\subsection{Sum over the valleys}

On (100) the valleys contribute
\begin{equation}
R_{100}=2m_t+4\sqrt{m_lm_t}=2(0.1900)+4(0.4172)=2.049 .
\end{equation}
On (111) the normal is $(1,1,1)/\sqrt3$, so $\cos^2\theta=1/3$ and $\sin^2\theta=2/3$ for all six valleys:
\begin{equation}
R_{111}=6\sqrt{\frac{m_t^2+2m_lm_t}3}=6(0.3579)=2.147 .
\end{equation}
To three digits the answers are
\begin{equation}
R_{100}=2.05,\qquad R_{111}=2.15 .
\end{equation}
The free-electron constant is $A_0=1/(2\pi^2)=0.05066$ in atomic units, or $120.17\ \mathrm{A\,cm^{-2}\,K^{-2}}$. The two silicon constants are then 246 and $258\ \mathrm{A\,cm^{-2}\,K^{-2}}$.

The wrong value 1.660 for (111) is 23\% below the right one. The sign of the error is general in this model: $S_{11}\le W_{11}$ by \eqref{eq:split}, so dropping the cross term cannot raise a valley's contribution.

Another shortcut is to give each valley its density-of-states mass $(m_lm_t^2)^{1/3}$. The sum is then 1.926 for every surface, which is 6\% too low for (100) and 10\% too low for (111). That mass counts states in a volume, whereas emission weights each state by its normal velocity.

Direct integration of \eqref{eq:flux} on a three-dimensional grid, with neither the square completed nor the cross term dropped, gives 2.0496 for (100) and 2.1471 for (111). The small excess on (100) comes from the grid. There the kink of the integrand at $v_n=0$ falls on a boundary between grid cells, and the midpoint rule overestimates $\int_0^\infty u\,e^{-u^2/2}\,du=1$ by $h^2/24$ to leading order. For the spacing used, $h=0.1$ thermal widths, this is a relative excess of $4\times10^{-4}$, or about 0.0009 in $R_{100}$, which accounts for the difference from 2.0487.

\section{The same current counted in the bulk}

The current can also be counted deep in the silicon, where the band edge lies an energy $U_b$ below the barrier top. Since the potential $U(x)$ depends on $x$ alone, $q_1$ and $q_2$ are conserved, and so is $\varepsilon_{\min}$. Conservation of $U+\varepsilon$ then reduces, by \eqref{eq:split}, to
\begin{equation}
U(x)+\frac{v_n^2}{2W_{nn}}=\text{constant}.
\end{equation}
An outgoing electron crosses if its initial normal energy $u=v_n^2/(2W_{nn})$ exceeds $U_b$. A large total kinetic energy does not suffice.

Classical trajectories in a tilted valley under a (111) surface test this condition. For $U_b=0.0250$ hartree, an electron with normal energy 0.0245 and total kinetic energy 0.0489 hartree is reflected, although its total is nearly twice the barrier. One with normal energy 0.0255 and total 0.0499 hartree crosses. Both have the same in-plane wavevector, with $\varepsilon_{\min}=0.0244$ hartree. These trajectories illustrate the parabolic model only: their wavevectors lie far outside the range in which a valley of real silicon is parabolic.

At fixed in-plane wavevector $v_n\,dk_n=du$, so the crossing electrons contribute
\begin{equation}
\int_{U_b}^\infty e^{-u/T}\,du=T\,e^{-U_b/T}.
\end{equation}
The bulk band edge lies $\phi-U_b$ above the Fermi level and supplies the factor $e^{-(\phi-U_b)/T}$. The product is $T\,e^{-\phi/T}$, as at the barrier top, and the in-plane integral is unchanged. Random sampling of bulk electrons gives ratios of 2.045 and 2.145, which agree with the formula within the 1\% tolerance of that test.

\section{Other surface orientations}

Let $u_i$ be the squared cosine between the normal and cubic axis $i$, so that $u_1+u_2+u_3=1$. With two valleys per axis,
\begin{equation}
R=2\sum_{i=1}^3f(u_i),\qquad f(u)=\sqrt{m_lm_t-b\,u},\qquad b=m_t(m_l-m_t).
\end{equation}
If $f$ were linear, the constraint on the $u_i$ would make $R$ the same for every surface. The orientation dependence comes from the curvature of $f$. This is why $R$ varies by 4.8\% while the contribution of a single valley varies from 0.190 to 0.417.

Differentiating twice gives $f''=-b^2/(4f^3)<0$, so $f$ is concave. Two bounds follow.
\begin{itemize}
\item The average of a concave function does not exceed its value at the average argument. Hence $\sum f(u_i)\le3f(1/3)$, and $R\le R_{111}$.
\item A concave function lies on or above its chord, so $f(u)\ge(1-u)f(0)+uf(1)$. Summing over the axes gives $\sum f(u_i)\ge2f(0)+f(1)$, and $R\ge R_{100}$.
\end{itemize}
The two surfaces of the problem are therefore the extremes. The (110) surface has two valleys with $u=0$ and four with $u=1/2$, which gives
\begin{equation}
R_{110}=2\sqrt{m_lm_t}+4\sqrt{\frac{m_t^2+m_lm_t}2}=2.131,
\end{equation}
between the bounds.

\section{Size of the effect in a current}

Take $T=0.001$ hartree (315.8 K) and $\phi=0.025$ hartree, so that $e^{-\phi/T}=e^{-25}=1.3888\times10^{-11}$. Equation \eqref{eq:form} gives
\begin{align}
J_{100}&=2.0487\times0.05066\times10^{-6}\times1.3888\times10^{-11}
=1.441\times10^{-18}\ \text{a.u.},\\
J_{111}&=2.1471\times0.05066\times10^{-6}\times1.3888\times10^{-11}
=1.511\times10^{-18}\ \text{a.u.}
\end{align}
These are $3.41\times10^{-4}$ and $3.57\times10^{-4}\ \mathrm{A\,cm^{-2}}$.

A change of barrier could produce the same difference. Setting $e^{\Delta\phi/T}=R_{111}/R_{100}=1.0480$ gives
\begin{equation}
\Delta\phi=T\ln1.0480=4.69\times10^{-5}\ \text{hartree},
\end{equation}
about 0.2\% of $\phi$. A comparison of two currents at one temperature therefore reveals the orientation effect only if the difference between the barriers of the two contacts is known to much better than $\Delta\phi$. An error common to both barriers cancels in the ratio of the currents.

Plotting $\ln(J/T^2)$ against $1/T$ separates the prefactor from a constant barrier, but not from one that varies with temperature. If $\phi=\phi_0-\alpha T$, then $e^{-\phi/T}=e^{\alpha}e^{-\phi_0/T}$, and the intercept yields $RA_0e^{\alpha}$. A value $\alpha=\ln1.0480\approx0.047$ is enough to imitate the change from (100) to (111).

\section{When the ratios change}

\paragraph{Unequal valleys.} Strain can raise valley $i$ by $\Delta_i$ above the lowest one. If this splitting is present at the barrier top and $\phi$ refers to the lowest valley there, valley $i$ has the barrier $\phi+\Delta_i$, and
\begin{equation}
R=\sum_i m_{R,i}\,e^{-\Delta_i/T}.
\end{equation}
On (100), if the four in-plane valleys are raised by many $T$, $R$ falls to $2m_t=0.38$. If the two valleys along the normal are raised instead, $R$ tends to 1.67. Both changes are larger than the 4.8\% between the (100) and (111) surfaces.

\paragraph{Fermi statistics.} With the Fermi function, the energy integral at fixed in-plane wavevector is $T\ln(1+y)$, where $y=e^{-(\phi+\varepsilon_{\min})/T}$. Expand $\ln(1+y)=y-y^2/2+\dots$. The Gaussian in $y^2$ is twice as steep in $\varepsilon_{\min}$, so its in-plane integral carries an extra factor $1/2$, besides the extra factor $e^{-\phi/T}$. The current is thus multiplied by $1-\tfrac14e^{-\phi/T}$ to leading order. In the example the relative change is $-3.5\times10^{-12}$.

\paragraph{Incomplete collection.} Electrons may be reflected at the metal, find no metal state with matching in-plane wavevector and energy, or be scattered back by phonons. Each process lowers the current, and may do so differently for the two surfaces. Its effect on a prefactor read from the intercept depends on which electrons are lost. Losing the same fraction at every energy lowers the intercept. Losing all electrons below a fixed normal energy raises the apparent barrier instead and leaves the intercept unchanged. Tunnelling below the barrier top adds current that \eqref{eq:flux} does not contain. In a real contact the image force rounds the barrier top over a few nanometres, less than the thermal wavelength of the light electrons, so the assumption of slow variation is only marginally met. The added current grows with doping and depends on the normal mass $1/W_{nn}$, hence on orientation. Near room temperature it is already comparable to the 4.8\% at a doping of order $10^{16}\ \mathrm{cm^{-3}}$, and it exceeds it at higher doping. The supply itself can also fall short: if electrons diffuse through the depletion layer too slowly to replace those emitted, the electron Fermi level at the barrier top drops below its bulk value, and the current in lightly doped silicon is lowered by ten percent or more. Finally, if the parabolic energy \eqref{eq:energy} equals $\varepsilon(1+\beta\varepsilon)$ instead of $\varepsilon$, every ratio is multiplied by $1+2\beta T$, about 1.03 at 316 K for $\beta=0.5\ \mathrm{eV^{-1}}$. The values 2.05 and 2.15 describe the supply of electrons at the barrier top for parabolic valleys. A measured prefactor can be relied on to equal them only when these effects, and the departure of the real bands from parabolic form, are negligible or have been corrected for.

\paragraph{Net current.} Equation \eqref{eq:form} is the flow out of the silicon. At equilibrium an equal flow returns from the metal and the net current is zero.

The numerical output below lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
longitudinal mass = 0.916 m_e
transverse mass = 0.190 m_e
(100) valley along normal, each = 0.1900
(100) valley in surface plane, each = 0.4172
(100) two valleys along normal = 0.3800
(100) four valleys in plane = 1.6687
(111) each valley = 0.3579
(100) ratio, formula = 2.0487
(100) ratio, flux on grid = 2.0496
(110) ratio, formula = 2.1309
(110) ratio, flux on grid = 2.1306
(111) ratio, formula = 2.1471
(111) ratio, flux on grid = 2.1471
(100) ratio, bulk sampling = 2.045
(111) ratio, bulk sampling = 2.145
(111)/(100) quotient = 1.0480
orientation scan minimum = 2.0487
orientation scan maximum = 2.1471
wrong: density-of-states mass, any face = 1.9258
wrong: central section, (111) = 1.6600
free Richardson constant = 0.05066 a.u.
free Richardson constant = 120.17 A cm^-2 K^-2
(100) Richardson constant = 246.2 A cm^-2 K^-2
(111) Richardson constant = 258.0 A cm^-2 K^-2
temperature T = 0.001 hartree
temperature T = 315.8 K
barrier phi = 0.025 hartree
phi/T = 25.0
Boltzmann factor = 1.3888e-11
(100) emission current = 1.4414e-18 a.u.
(100) emission current = 3.409e-04 A cm^-2
(111) emission current = 1.5107e-18 a.u.
(111) emission current = 3.573e-04 A cm^-2
equivalent barrier change = 4.691e-05 hartree
relative Fermi correction = -3.47e-12
trajectory barrier height = 0.0250 hartree
reflected: normal energy = 0.0245 hartree
reflected: total energy = 0.0489 hartree
transmitted: normal energy = 0.0255 hartree
transmitted: total energy = 0.0499 hartree
\end{verbatim}
